\section*{Thermionic Emission Across the Edge of a Two-Dimensional Parabolic Semiconductor, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one channel to the edge of a sheet}

\subsection{One channel}

Take a metal joined to a wire so thin that electrons can move along it in one way only, with wave number $k_x$. The band in the wire rises to a highest point, the top of the barrier, and then falls away from the metal. Near the top the energy is
\begin{equation}
E=E_{\rm top}+\frac{\hbar^2k_x^2}{2m},\qquad \phi=E_{\rm top}-E_F ,
\end{equation}
where $m$ is the effective mass, $E_F$ the Fermi level of the metal and $\phi$ the barrier. Metal lies at $x<0$, and emission runs towards $+x$. I write $q>0$ for the elementary charge and give the magnitude of the electron current, so no sign for the electron's charge appears.

Two assumptions define ideal emission. Every state at the top that moves towards $+x$ is filled from the metal, with the metal's Fermi function $f(E)=[1+e^{(E-E_F)/k_BT}]^{-1}$. An electron that has passed the top does not return. The first assumption contains unit transmission: nothing is reflected on the way up. Both are relaxed in the second half.

States along a long wire are spaced by $2\pi$ divided by its length, so there are $g\,dk_x/2\pi$ of them per unit length, with $g$ the product of spin and valley degeneracy. Each carries charge at the velocity $v_x=\hbar^{-1}dE/dk_x$. Hence
\begin{equation}
I_1=qg\int_0^\infty\frac{dk_x}{2\pi}\,v_x f(E)
=\frac{qg}{2\pi\hbar}\int_{E_{\rm top}}^\infty dE\,f(E).
\end{equation}
The velocity has cancelled the density of states, and the mass has gone with it. With $h=2\pi\hbar$ and $\epsilon=(E-E_{\rm top})/k_BT$,
\begin{align}
I_1&=\frac{qgk_BT}{h}\int_0^\infty\frac{d\epsilon}{1+e^{\epsilon+\phi/k_BT}}\nonumber\\
&=\frac{qgk_BT}{h}\Big[-\ln\!\big(1+e^{-\epsilon-\phi/k_BT}\big)\Big]_0^\infty
=\frac{qgk_BT}{h}\ln\!\big(1+e^{-\phi/k_BT}\big).
\label{one}
\end{align}
For $\phi\gg k_BT$ the logarithm is close to its small argument, and
\begin{equation}
I_1\simeq\frac{qgk_BT}{h}\,e^{-\phi/k_BT}.
\label{oneB}
\end{equation}
One channel gives one power of $T$ and no mass. Whatever else enters the law for a sheet must come from the motion along the edge.

\subsection{Many channels side by side}

Now let the semiconductor be a sheet in the $xy$ plane, meeting the metal along the line $x=0$. The band is isotropic and parabolic,
\begin{equation}
E=E_{\rm top}+\frac{\hbar^2(k_x^2+k_y^2)}{2m}.
\end{equation}
Give the edge a width $W$ with periodic ends, so that $k_y=2\pi n/W$ with integer $n$. For each $k_y$ the sheet is a wire whose barrier is higher by the energy of motion along the edge. Equation \eqref{one} applies to each wire, with $\phi$ replaced by $\phi+\hbar^2k_y^2/2m$:
\begin{equation}
J=\frac{I}{W}=\frac{qgk_BT}{hW}\sum_{n}\ln\!\Big[1+e^{-(\phi+\hbar^2k_y^2/2m)/k_BT}\Big].
\label{sum}
\end{equation}
For $\phi\gg k_BT$ this becomes
\begin{equation}
J=\frac{qgk_BT}{h}e^{-\phi/k_BT}\;\frac1W\sum_n e^{-\hbar^2k_y^2/2mk_BT}.
\label{sumB}
\end{equation}
For a wide edge the points $k_y$ lie densely. Their spacing is $2\pi/W$, so $W^{-1}\sum_n$ becomes $(2\pi)^{-1}\int dk_y$. With $k_y=(2mk_BT)^{1/2}u/\hbar$ and $\int_{-\infty}^{\infty}e^{-u^2}du=\sqrt\pi$,
\begin{equation}
\frac1{2\pi}\int_{-\infty}^{\infty}dk_y\,e^{-\hbar^2k_y^2/2mk_BT}
=\frac{(2\pi mk_BT)^{1/2}}{2\pi\hbar}=\frac1\lambda,
\qquad \lambda=\frac{h}{(2\pi mk_BT)^{1/2}} .
\label{lam}
\end{equation}
The length $\lambda$ is the thermal wavelength. A wide edge thus acts like $W/\lambda$ channels in parallel, each carrying the current \eqref{oneB}. The number of such channels per length grows as $(mT)^{1/2}$, because a hotter or heavier electron gas reaches larger wave numbers along the edge. The result is
\begin{equation}
J_0=\frac{qgk_BT}{h\lambda}e^{-\phi/k_BT}
=\frac{qg(2\pi m)^{1/2}(k_BT)^{3/2}}{4\pi^2\hbar^2}e^{-\phi/k_BT},
\end{equation}
where $h^2=4\pi^2\hbar^2$ was used. Since $(2\pi)^{1/2}/4\pi^2=(2\pi)^{-3/2}$,
\begin{equation}
\boxed{\;J_0=A_2T^{3/2}e^{-\phi/k_BT},\qquad
A_2=\frac{qg\,m^{1/2}k_B^{3/2}}{(2\pi)^{3/2}\hbar^2}\;}
\label{law}
\end{equation}
This is a current per unit length of edge.

The narrow limit tests the channel picture. When $W\ll\lambda$, the term $n=0$ in \eqref{sumB} is 1 and the others are exponentially small, so $JW$ returns to the one-channel current \eqref{oneB}. In the wide limit, Poisson's summation formula for a Gaussian,
\begin{equation}
\sum_{n=-\infty}^{\infty}e^{-bn^2}=\sqrt{\frac{\pi}{b}}\sum_{p=-\infty}^{\infty}e^{-\pi^2p^2/b},
\label{poisson}
\end{equation}
gives the error of the integral. Here $b=\hbar^2(2\pi/W)^2/2mk_BT=\pi\lambda^2/W^2$. The term $p=0$ is the integral, and the leading relative correction is $2e^{-\pi W^2/\lambda^2}$. An edge a few wavelengths wide is already wide, if its ends are periodic.

\subsection{Numbers for a sheet}

Take $m=0.5\,m_0$, with $m_0$ the free-electron mass, $g=4$ (two spins, two valleys), $\phi=0.30$ eV and $T=300$ K. These are rough values in the regime of a molybdenum disulphide monolayer contacted at its edge. Then $k_BT=25.85$ meV, $\phi/k_BT=11.6$ and $\lambda=6.09$ nm. The prefactor is $A_2=0.1267$ A\,m$^{-1}$K$^{-3/2}$, so $A_2T^{3/2}=658$ $\mu$A/$\mu$m, and
\begin{equation}
J_0=658\ \mu{\rm A}/\mu{\rm m}\times9.125\times10^{-6}=6.0\ {\rm nA}/\mu{\rm m}
=6.0\times10^{-3}\ {\rm A/m}.
\end{equation}

Two independent evaluations test this value. The explicit sum \eqref{sum} for $W=2\ \mu$m, which is about 330 wavelengths, gives 6.00627 nA/$\mu$m. The other starts from the definition in the plane of wave vectors,
\begin{equation}
J=qg\int_{v_x>0}\frac{d^2k}{(2\pi)^2}\,v_xf(E),
\label{def}
\end{equation}
done by numerical integration with the full Fermi function, and also gives 6.00627 nA/$\mu$m. Formula \eqref{law} gives 6.00629 nA/$\mu$m. The small difference has a cause that can be calculated.

\subsection{The Fermi function kept}

In \eqref{sum} let the edge be wide but keep the logarithm. With $\eta=-\phi/k_BT$ and, for $\eta<0$, the series $\ln(1+y)=\sum_{s\ge1}(-1)^{s+1}y^s/s$,
\begin{align}
J&=\frac{qgk_BT}{h}\sum_{s=1}^\infty\frac{(-1)^{s+1}e^{s\eta}}{s}
\int_{-\infty}^{\infty}\frac{dk_y}{2\pi}\,e^{-s\hbar^2k_y^2/2mk_BT}\nonumber\\
&=\frac{qgk_BT}{h\lambda}\sum_{s=1}^\infty\frac{(-1)^{s+1}e^{s\eta}}{s^{3/2}}
=A_2T^{3/2}\big[-{\rm Li}_{3/2}(-e^{\eta})\big].
\label{fermi}
\end{align}
Each Gaussian is narrower than that in \eqref{lam} by $s^{1/2}$, which turns $s^{-1}$ into $s^{-3/2}$. The sum defines the polylogarithm ${\rm Li}_{3/2}$; its analytic continuation covers $\eta>0$, where the series fails.

The term $s=2$, relative to the first, is $-e^{-\phi/k_BT}/2^{3/2}$. For the example it is $-9.125\times10^{-6}/2.828=-3.2\times10^{-6}$, which is the difference found above. It is negative because the Pauli principle keeps the occupation below the Boltzmann value. The Boltzmann law fails once $E_F$ approaches the top. With $E_F$ one $k_BT$ above the band edge, the bracket in \eqref{fermi} is 1.576, where the Boltzmann factor would be $e=2.718$; numerical integration of \eqref{def} agrees with the former.

\subsection{Density times velocity}

The law can also be read as a gas striking a line. In equilibrium, with states of both directions filled, the density of electrons at the top is
\begin{equation}
n=g\int\frac{d^2k}{(2\pi)^2}e^{-\phi/k_BT-\hbar^2k^2/2mk_BT}
=\frac{g}{\lambda^2}e^{-\phi/k_BT}
=\frac{gmk_BT}{2\pi\hbar^2}e^{-\phi/k_BT},
\end{equation}
since the integral is the square of \eqref{lam}. The ratio of the flux to this density is
\begin{equation}
v_R=\frac{J_0}{qn}=\frac{k_BT\,\lambda}{h}=\Big(\frac{k_BT}{2\pi m}\Big)^{1/2}.
\label{vR}
\end{equation}
The density supplies $mT$ and the velocity supplies $(T/m)^{1/2}$; the product is $m^{1/2}T^{3/2}$. A heavier electron moves more slowly, but there are enough more of them to raise the current. For the example $n=9.85\times10^7$ cm$^{-2}$ and $v_R=3.80\times10^6$ cm/s. Because $n$ counts both directions and half of it moves towards $+x$, the mean $v_x$ of the forward-moving electrons present at the top is $2v_R$. Averaged over the electrons that cross the line, where fast ones count more, it is $\pi v_R$.

\subsection{A second transverse direction}

A bulk semiconductor has motion along both $y$ and $z$ in the plane of the contact. Each direction contributes a factor $1/\lambda$, so the current per area is
\begin{equation}
J_{\rm bulk}=\frac{qgk_BT}{h\lambda^2}e^{-\phi/k_BT}
=\frac{qgm(k_BT)^2}{4\pi^2\hbar^3}e^{-\phi/k_BT}.
\label{bulk}
\end{equation}
This is the $T^2$ law. With $D_s$ the number of dimensions in which the electron moves, the pattern is
\begin{equation}
J\propto T\,\lambda^{-(D_s-1)}e^{-\phi/k_BT}\propto m^{(D_s-1)/2}\,T^{(D_s+1)/2}\,e^{-\phi/k_BT}.
\end{equation}
The powers were measured on the numerically integrated currents. Between 200 and 400 K at fixed $\phi$, with $e^{-\phi/k_BT}$ divided out, the power of $T$ is 1.4999 for the sheet and 1.9999 for the bulk. Doubling the mass at 300 K gives mass powers of 0.5 and 1. The Fermi correction accounts for the last digit of 1.4999: at 400 K it lowers the sheet current by $5.9\times10^{-5}$ of its value, which lowers the power by $5.9\times10^{-5}/\ln2\approx8.5\times10^{-5}$.

The sheet must turn into the bulk when it is made thick. Let a slab of thickness $d$ have hard walls, so that $k_z=\pi\nu/d$ with $\nu=1,2,\dots$, and measure $\phi$ here to the bulk band edge. Each subband is a sheet with its barrier raised by $\hbar^2\pi^2\nu^2/2md^2$:
\begin{equation}
J_{\rm slab}=J_0\sum_{\nu=1}^\infty e^{-a\nu^2},\qquad
a=\frac{\pi^2\hbar^2}{2md^2k_BT}=\frac{\pi\lambda^2}{4d^2}.
\end{equation}
The sum over positive $\nu$ is half of the sum over all integers with the term $\nu=0$ removed. By \eqref{poisson}, for $d$ well above $\lambda$,
\begin{equation}
\sum_{\nu=1}^\infty e^{-a\nu^2}\simeq\frac12\Big(\sqrt{\frac{\pi}{a}}-1\Big)
=\frac d\lambda-\frac12 .
\end{equation}
Since $J_0=J_{\rm bulk}\lambda$ at equal $\phi$,
\begin{equation}
\frac{J_{\rm slab}}{J_{\rm bulk}\,d}\simeq1-\frac{\lambda}{2d}.
\end{equation}
For $d=50$ nm this is $1-6.086/100=0.939$, and the sum of numerically integrated subband currents, divided by the numerical bulk current times $d$, gives 0.93914. The missing half channel belongs to $k_z=0$, which hard walls forbid. In the thin limit the second subband is weaker than the first by $e^{-3a}$. When $3a\gg1$, that is when $d$ is well below about $1.5\lambda$, one subband carries the current, and \eqref{law} holds with $\phi$ measured to that subband.

\subsection{Which mass}

For an anisotropic band let $M$ be the mass tensor and $w=M^{-1}$. Then
\begin{equation}
E-E_{\rm top}=\frac{\hbar^2}{2}\big(w_{xx}k_x^2+2w_{xy}k_xk_y+w_{yy}k_y^2\big).
\end{equation}
At fixed $k_y$ it still holds that $v_x\,dk_x=dE/\hbar$, and the states with $v_x>0$ run from the lowest energy at that $k_y$ upwards. Completing the square gives
\begin{equation}
E-E_{\rm top}=\frac{\hbar^2}{2}\Big[w_{xx}\Big(k_x+\frac{w_{xy}}{w_{xx}}k_y\Big)^2
+\frac{w_{xx}w_{yy}-w_{xy}^2}{w_{xx}}k_y^2\Big].
\end{equation}
The lowest energy is the last term. Inverting the two-by-two matrix $w$ gives $M_{yy}=w_{xx}/(w_{xx}w_{yy}-w_{xy}^2)$, so this term is $\hbar^2k_y^2/2M_{yy}$. The mass in \eqref{law} is therefore $M_{yy}$, the diagonal element of the mass tensor along the edge.

With principal masses $0.15\,m_0$ and $1.20\,m_0$, an edge parallel to the heavy axis carries $(1.20/0.15)^{1/2}=2.83$ times the current of an edge parallel to the light axis, at the same $\phi$, $g$ and $T$. If the light axis is turned by $30^\circ$ from the edge normal, $M_{yy}=0.15\sin^230^\circ+1.20\cos^230^\circ=0.9375$ in units of $m_0$. Integration of \eqref{def} over the tilted band agrees with the law using this value.

\section{Bias, the fitted barrier and imperfect contacts}

\subsection{What is carried over}

The sheet has effective mass $m$, degeneracy $g$ and a barrier whose top lies $\phi$ above the Fermi level $E_F$ of the metal. Emission runs towards $+x$, normal to the edge, and $y$ lies along the edge. The ideal current per edge length, the thermal wavelength and the emission velocity are
\begin{equation}
J_0=\frac{qgk_BT}{h\lambda}e^{-\phi/k_BT}=A_2T^{3/2}e^{-\phi/k_BT},\quad
\lambda=\frac{h}{(2\pi mk_BT)^{1/2}},\quad
v_R=\Big(\frac{k_BT}{2\pi m}\Big)^{1/2}.
\label{recall}
\end{equation}
Here $J_0=qnv_R$, with $n$ the equilibrium density at the top. The example has $m=0.5\,m_0$, $g=4$, $\phi=0.30$ eV, $T=300$ K, $k_BT=25.85$ meV, $v_R=3.80\times10^6$ cm/s and $J_0=6.0$ nA/$\mu$m.

\subsection{Bias and contact resistance}

The one-way current $J_0$ is balanced in equilibrium by an equal flow from the semiconductor. Let a forward voltage $V$ raise the Fermi level of the semiconductor by $qV$ above that of the metal, and let this level stay flat up to the barrier top. The states at the top that move towards the metal are then filled with $\phi$ replaced by $\phi-qV$. If the top itself stays fixed relative to $E_F$, and $\phi-qV$ remains well above $k_BT$, the return flow is $J_0e^{qV/k_BT}$. The net electron flow into the metal is
\begin{equation}
J(V)=J_0\big(e^{qV/k_BT}-1\big).
\end{equation}
At $V=0.05$ V the exponent is $50/25.85=1.934$, and $J=6.006\times(6.918-1)=35.5$ nA/$\mu$m, which the difference of two numerically integrated flows confirms. For large reverse bias, with the top and the field held fixed, the net current tends to $-J_0$, since the return flow dies out. In a real contact reverse bias also raises the field, which lowers the top and adds tunnelling, so the current keeps growing.

The slope at $V=0$ is $qJ_0/k_BT$. The contact resistance multiplied by the width is its inverse,
\begin{equation}
R_cW=\frac{k_BT}{qJ_0}=\frac{0.02585\ {\rm V}}{6.006\ {\rm nA}/\mu{\rm m}}
=4.3\ {\rm M}\Omega\,\mu{\rm m}.
\end{equation}

For ideal emission into the edge of a sheet, the current follows a $T^{3/2}$ law with barrier $\phi$, and this current also fixes the response to bias and the contact resistance. It remains to see how a barrier is read from currents measured at several temperatures, and what changes when transmission depends on energy and electrons can be scattered back.
